Why exact zero magnetization persists in the microscopic three-temperature model

**Question.** A laser pulse heats a ferromagnetic film above its Curie temperature, and the film then cools. Why can the deterministic microscopic three-temperature model never restore the magnetization if it stands at exactly zero, although zero is unstable in the cold film? What must be added to start the recovery?

**Answer.** In zero field the model's spins sense a preferred direction through one thing, the magnetization that already exists. If it is zero, up and down are equivalent, flips in the two directions balance, and no torque or rate singles out a sign. Cooling changes how the film responds to a small imbalance, but it does not create one. A seed can come from a field, from fluctuations, or from a remnant of the old magnetization.

One point in the question needs care. The pulse itself cannot bring a magnetized film to exact zero in finite time within this model. It leaves a remnant, perhaps a very small one, from which the model does recover. Exact zero has to be put in as a starting value, or arise from rounding. Both statements follow from the rate equation.

**The flip rates**

Let m be the magnetization divided by its saturation value, Te and Tp the electron and phonon temperatures, and Tc the Curie temperature. Each atom carries a two-state moment of size μ, in the mean field of the others and an applied field B. The energy difference between down and up is

Δ = 2kTc(m + b),  b = μB/(kTc).

The factor 2kTc is fixed by equilibrium: m = tanh(Δ/2kT) then has slope 1 at m = 0, B = 0 when T = Tc.

A flip from down to up releases Δ. The energy goes to a spinless sea of electrons with constant density of states, while a phonon of energy ε is emitted or absorbed. An electron that gains energy y needs a filled initial state and an empty final state, so the rate contains

G(y) = ∫ f(E)[1 − f(E + y)] dE,

where f is the Fermi function at Te. With s = y/(kTe), direct substitution gives

f(E) − f(E + y) = (1 − e^(−s)) f(E)[1 − f(E + y)].

The integral of the left side is y, the area between two Fermi steps displaced by y. Therefore

G(y) = y/(1 − e^(−s)),  G(0) = kTe.

With phonon occupation n at Tp and a coupling constant W, the rates per spin are

w↑ = W[(n + 1)G(Δ − ε) + nG(Δ + ε)],
w↓ = W[(n + 1)G(−Δ − ε) + nG(−Δ + ε)].

Here w↑ is the rate for down to up. For ε much smaller than kTe and kTp, both n and n + 1 are kTp/ε to leading order, and ε drops out of the arguments of G:

w↑ = (2WkTp/ε)G(Δ),  w↓ = (2WkTp/ε)G(−Δ).

**From flips to the rate equation**

Of N spins, N(1 − m)/2 are down and N(1 + m)/2 are up, and each flip changes m by 2/N. Hence

dm/dt = (1 − m)w↑ − (1 + m)w↓ = (w↑ − w↓) − m(w↑ + w↓).

Now set s = Δ/(kTe). Because 1/(1 − e^s) = −e^(−s)/(1 − e^(−s)),

G(Δ) − G(−Δ) = Δ(1 − e^(−s))/(1 − e^(−s)) = Δ,
G(Δ) + G(−Δ) = Δ(1 + e^(−s))/(1 − e^(−s)) = Δ coth(Δ/2kTe).

Inserting these and Δ = 2kTc(m + b), and defining R = 4Wk²Tc²/ε, we obtain

dm/dt = R(Tp/Tc)(m + b)[1 − m coth((m + b)Tc/Te)].

For b = 0 this is the usual equation of the model. Its value at m = 0 is defined by continuity.

**Why zero stays zero**

Put b = 0 and m = 0. Then Δ = 0, and w↑ and w↓ are the same expression, even before ε is taken small and even when Te and Tp differ. Thus dm/dt = 0 for every pair of positive temperatures. The constant m = 0 solves the equation throughout heating and cooling. Since the right side is a smooth function of m, the solution through a given starting value is unique, so no second solution can branch away from zero.

To see what happens nearby, let θ = Te/Tc and use coth x = 1/x + x/3 + … with x = m/θ:

m coth(m/θ) = θ + m²/(3θ) + …

The rate equation becomes

dm/dt = λm − R(Tp/Te)m³/3 + …,
λ = R(Tp/Tc)(1 − Te/Tc).

The two parts of λ have a simple meaning. The term 1 comes from the mean field, which favours the majority direction. The term −Te/Tc comes from thermal flips, which remove the majority. Below Tc the first wins and a small deviation grows; above Tc the second wins and it decays. With Te = Tp = Tc the linear term vanishes, leaving dm/dt = −Rm³/3 for small m. Then d(1/m²)/dt = 2R/3, so

m = m0/√(1 + 2Rm0²t/3).

Zero is still stable there, but the approach is algebraic instead of exponential.

Below Tc the growth ends where the bracket vanishes, at m_eq = tanh(m_eq Tc/Te), or at its mirror image −m_eq. The equation thus has two ordered states and, at zero, no rule for choosing between them.

**Why a pulse does not reach exact zero**

For 0 < m ≤ 1, divide the field-free equation by m and integrate:

m(t) = m(0) exp(∫Λ dt),  Λ = R(Tp/Tc)[1 − m coth(m/θ)].

The function x coth x rises with x > 0, because its derivative is (sinh 2x − 2x)/(2 sinh²x). As m runs from 0 to 1, m coth(m/θ) therefore rises from θ to coth(1/θ), and

R(Tp/Tc)[1 − coth(Tc/Te)] ≤ Λ ≤ λ.

For bounded, positive temperatures the exponent is finite at any finite time. A positive m stays positive, and by symmetry a negative m stays negative. This is the difference between a nearly demagnetized film and one at exact zero: the first keeps a sign, the second has none.

**Two kinds of seed**

With a field, expansion for small m and b gives

dm/dt = λm + R(Tp/Tc)b.

The last term survives at m = 0. At constant temperature below Tc, starting from zero,

m = [b/(1 − θ)](e^(λt) − 1).

The field chooses the sign, and the instability does the amplifying.

Fluctuations act differently. In a region of N spins sharing one mean field, flips are random events. At m = 0 each spin flips at the rate

w = (2WkTp/ε)kTe = RTpTe/(2Tc²).

Each flip adds (2/N)² to the variance, and there are Nw flips per unit time. Together with the linear growth of existing deviations this gives, for small m,

d⟨m²⟩/dt = 2λ⟨m²⟩ + 2RTpTe/(NTc²).

At constant Te = Tp below Tc, starting from zero, the solution is

⟨m²⟩ = θ/[N(1 − θ)] · (e^(2λt) − 1).

The ensemble average ⟨m⟩ remains zero by symmetry, but individual regions order up or down. The full probability equation for the random flips shows this. For N = 400 at 0.8 Tc, started at m = 0, the mean of |m| after 6 ps is 0.703, close to m_eq = 0.710, while the mean of m is zero to rounding. The variance formula was tested at the same temperature after 0.15 ps: the computed variance differs from the formula's value by 3.8 % for N = 600 and by 1.0 % for N = 2400.

**How long a seed takes during cooling**

Measure t from the moment when Te falls through Tc. If electrons and phonons have by then come close to a common temperature, Tp ≈ Te ≈ Tc near this moment, and λ ≈ λ′t with

λ′ = (R/Tc)|dTe/dt|.

A seed s then grows as s exp(λ′t²/2), and it reaches a small chosen level m1 after

t = √(2 ln(m1/s)/λ′).

The delay depends on the seed through the root of a logarithm, so very small seeds still work. As s → 0 the delay grows without limit, which connects the small seed to the case of exact zero.

A field switched on at the crossing, with m = 0, produces

m(t) = Rb e^(λ′t²/2) ∫₀ᵗ e^(−λ′u²/2) du.

Once t is well beyond 1/√λ′, the integral is close to √(π/(2λ′)). The field then acts like the seed s = bR√(π/(2λ′)).

**A cobalt film**

Take a 10 nm film with rough values for cobalt: Tc = 1390 K, R = 25 ps⁻¹, 9.0 × 10²⁸ atoms per m³, and 1.7 Bohr magnetons per atom. The electron heat capacity is 670 J/(m³ K²) times Te, that of the phonons is 3.8 × 10⁶ J/(m³ K), and their coupling is 4 × 10¹⁸ W/(m³ K). The phonons lose heat to a substrate at 300 K with a time constant of 50 ps. A 0.1 ps pulse deposits 6.0 mJ/cm², or 60 J/m², so the absorbed energy density is

(60 J/m²)/(10⁻⁸ m) = 6.0 × 10⁹ J/m³.

The calculation also includes the heat taken up by the spins, which the basic model leaves out. In mean field the spin energy is proportional to −m², so its rate of change is proportional to m dm/dt. It vanishes at m = 0 and does not disturb the fixed point.

Te peaks near 3400 K and Tp near 1450 K. Te falls back through Tc 4.8 ps after the pulse centre. The magnetization is then 2.9 × 10⁻⁶, so ln m = −12.8. The bounds derived above, evaluated along this temperature history, are −47.6 and −11.7. The remnant is tiny but not zero, and it grows to m = 0.1 in another 8.6 ps.

Now restart the film at the crossing with the same temperatures but m = 0. At 100 ps it has cooled to 507 K, where equilibrium would be m = 0.991, and m is still zero. The run with the remnant has m = 0.983 at that time. This lies slightly below 0.991 because ordering releases the spin heat, which leaves that film warmer.

At the crossing the film cools at 17.5 K/ps, so

λ′ = 25 × 17.53/1390 = 0.315 ps⁻².

For s = 10⁻⁶ and m1 = 0.1 the delay formula gives

t = √(2 × 11.51/0.3153) = 8.55 ps,

against 9.09 ps from integrating the model. For s = 10⁻³ the values are 5.40 and 5.65 ps. The formula is early because the cooling slows down and the factor Tp/Tc falls below 1, both of which keep λ below the straight line λ′t.

A field of 0.1 T, switched on at the crossing with m = 0, has b = 8.2 × 10⁻⁵ and an effective seed of 4.6 × 10⁻³. It brings m to 0.1 in 4.6 ps. A stray field of 0.05 mT, 2000 times weaker, needs 8.7 ps.

**What thermal noise does to this result**

Consider a region 20 nm by 20 nm through the film. It holds 3.6 × 10⁵ spins, treated here as one uniform moment. The variance equation, followed through the same heat cycle, gives an rms m of 0.015 at the crossing, about 5000 times the deterministic remnant. In such a region the remnant has practically no say in the final sign. In this linear equation the rms value reaches 0.1 after 3.2 ps, compared with 8.6 ps for the remnant alone. The neglected cubic term slows the growth slightly and delays this by about 0.15 ps, and the spin heat released as the region orders adds about another 0.1 ps.

A field must compete with this noise. In the linear regime m has a normal distribution, so the probability of the favoured sign is the normal distribution function of mean/rms. Here rms denotes the spread about the mean, which in this regime equals the field-free rms value found above. With 0.1 T on throughout the cycle, mean/rms is 0.42 when the rms value reaches 0.1, and the favoured sign appears with a probability of about 66 %. At 1 T the ratio scales to 4.2 and the favoured sign is nearly certain. The second figure stretches the linear law beyond its range: it would put the mean at about 0.4 by then, while the full flip rates, together with the released spin heat, limit it to roughly 0.22. The favoured sign remains nearly certain. A field that suffices to start the deterministic recovery may thus be too weak to determine its direction.

**Beside a real film**

The parameters are typical in size for cobalt, but the pulse is a strong one, chosen to carry the film above Tc. The size of the remnant should be read as an illustration, not a prediction, because it depends exponentially on the time spent above Tc. A fluence 5 % lower gives 1.8 × 10⁻⁴ at the crossing and a delay of 6.5 ps; one 5 % higher gives 9 × 10⁻¹⁰ and 11.7 ps. The constant density of states and the linear electron heat capacity are also rough near 3400 K, where kTe is about 0.3 eV and the d bands of cobalt are not flat on that scale. The peak phonon temperature lies roughly 300 K below the melting point of cobalt. Leaving out the spin heat would raise Te at 3 ps by 173 K, more than the margin by which the phonons exceed Tc, so the depth of the quench depends strongly on this term. A finite phonon energy of 26 meV, with R held fixed, lowers the growth rate at 1300 K by 0.4 %.

The absence of noise is an assumption with a large effect on the recovery. A real film at finite temperature fluctuates, and for the region above this brings the rms m to 0.1 after about 3.5 ps, where the remnant alone needs 8.6 ps. The uniform moment is a further idealization: different parts of a film can order with opposite signs, so its average magnetization may stay small while each part is strongly magnetized. The model also omits rotation of the magnetization, short-range order near Tc, and the change of cobalt's crystal structure on heating. These can change the times and the final pattern. They do not alter the symmetry argument for the deterministic equation, which needs a seed to leave zero. The parameters and the main computed values are collected in the numerical output below.

Calculated quantities

```
Tc = 1390 K, R = 25 1/ps, start T = 300 K
electron heat coefficient = 670 J/(m^3 K^2)
phonon heat capacity = 3.80e+06 J/(m^3 K)
electron-phonon coupling = 4.0e+18 W/(m^3 K)
atom density = 9.0e+28 1/m^3, moment = 1.7 muB
film thickness = 10 nm, region width = 20 nm
absorbed fluence = 6.0 mJ/cm^2, pulse = 0.1 ps FWHM
absorbed energy density = 6.00e+09 J/m^3
phonon cooling time = 50 ps
growth rate at Te=Tp=1200 K = 2.950 1/ps
growth rate at Te=Tp=1300 K = 1.514 1/ps
growth rate at Te=Tp=1600 K = -4.348 1/ps
equilibrium m at 1200 K = 0.605
initial equilibrium m = 0.99981
peak Te = 3367 K, peak Tp = 1446 K
Te falls through Tc at t = 4.83 ps after pulse centre
Tp at that crossing = 1385.9 K
remnant m at crossing = 2.87e-06
ln m there = -12.76
bounds on ln m: lower -47.58, upper -11.69
remnant reaches m=0.1 after crossing by 8.64 ps
remnant run at 100 ps: m = 0.9827
exact-zero run at 100 ps: m = 0.0
its final Te = 507 K
equilibrium m at that Te = 0.9913
cooling rate at crossing = 17.53 K/ps
ramp of growth rate = 0.3153 1/ps^2
seed 1e-03: delay 5.65 ps, formula 5.40 ps
seed 1e-06: delay 9.09 ps, formula 8.55 ps
seed 1e-09: delay 11.67 ps, formula 10.81 ps
field 0.1 T: b = 8.22e-05, effective seed = 4.58e-03
  delay 4.62 ps, formula 4.42 ps
field 5e-05 T: b = 4.11e-08, effective seed = 2.29e-06
  delay 8.73 ps, formula 8.23 ps
spins in region = 3.60e+05
noise rms m at crossing = 0.0149
noise rms / remnant at crossing = 5.18e+03
noise rms reaches 0.1 after crossing by 3.22 ps
field 0.1 T always on: mean/rms = 0.418, right sign 66.19 %
field 1.0 T always on: mean/rms = 4.175, right sign 100.00 %
master eq., N=400, Te=0.8 Tc, 6 ps: |mean m| = 3.8e-14
  mean |m| = 0.7034, m_eq = 0.7104
variance formula error: N=600 3.77 %, N=2400 0.99 %
omitting spin heat raises Te at 3 ps by 173 K
phonon energy = 25.9 meV
  its change of growth rate at 1300 K = -0.44 %
rough melting point = 1770 K, margin = 324 K
```
